# The Thermal Conductance Quantum of a Ballistic Channel at 300 K: test program

```python
"""Thermal conductance quantum of one fully transmitting ballistic channel.

Result under test: G_q = pi^2 kB^2 T / (3 h), about 0.284 nW/K at 300 K.
kB: Boltzmann constant, h: Planck constant, T: mean reservoir temperature.
One channel = one electron mode of one spin, or one phonon branch.
Electron thermal conductance is defined at zero electric current.
Energies are in eV, heat currents in W, conductances in W/K.
Chains of atoms with explicit group velocities provide independent tests.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

KB_EV = sc.k / sc.e
HBAR_EV = sc.hbar / sc.e
T = 300.0
kT = KB_EV * T
prefactor = sc.k**2 * T / sc.h
G_q = np.pi**2 / 3 * prefactor


def electron_flow(hop, mu_hot, mu_cold, T_hot, T_cold, mu_ref, n=20000):
    """Particle flow (1/s) and heat flow (W), summed over chain states."""
    k = -np.pi + (np.arange(2 * n) + 0.5) * np.pi / n
    energy = -2 * hop * np.cos(k)
    velocity = 2 * hop * np.sin(k) / HBAR_EV
    f_hot = expit(-(energy - mu_hot) / (KB_EV * T_hot))
    f_cold = expit(-(energy - mu_cold) / (KB_EV * T_cold))
    f = np.where(k > 0, f_hot, f_cold)
    particles = np.sum(velocity * f) / (2 * n)
    heat = np.sum(velocity * (energy - mu_ref) * f) / (2 * n) * sc.e
    return particles, heat


def phonon_flow(top, T_hot, T_cold, n=20000):
    """Heat flow (W) of a monatomic chain whose highest energy is top."""
    q = (np.arange(n) + 0.5) * np.pi / n
    energy = top * np.sin(q / 2)
    velocity = top * np.cos(q / 2) / (2 * HBAR_EV)
    n_hot = 1 / np.expm1(energy / (KB_EV * T_hot))
    n_cold = 1 / np.expm1(energy / (KB_EV * T_cold))
    return np.sum(velocity * energy * (n_hot - n_cold)) / (2 * n) * sc.e


def fermi_window(x):
    return 0.25 / np.cosh(x / 2)**2


def bose_window(x):
    return (x / 2)**2 / np.sinh(x / 2)**2


def edge_conductance(x_edge):
    """Open-circuit conductance, unit transmission above x_edge (in kT)."""
    L0, L1, L2 = [quad(lambda x: x**p * fermi_window(x), x_edge, 40,
                       limit=200)[0] for p in range(3)]
    return prefactor * (L2 - L1**2 / L0)


def phonon_conductance(top):
    return prefactor * quad(bose_window, 0, top / kT)[0]


# Dimensionless integrals against their explicit series
n_series = np.arange(1, 1000001, dtype=float)
signs = np.where(n_series % 2 == 1, 1.0, -1.0)
electron_integral = quad(lambda x: x**2 * fermi_window(x), -40, 40)[0]
phonon_integral = quad(bose_window, 0, 60)[0]
assert abs(electron_integral - 4 * np.sum(signs / n_series**2)) < 1e-7
# The positive series is cut off at n = 1e6, leaving a tail of 2e-6
assert abs(phonon_integral - 2 * np.sum(1 / n_series**2)) < 4e-6
assert abs(electron_integral - np.pi**2 / 3) < 1e-7

# The quantum from chain states, for two different dispersions
T_hot, T_cold = 305.0, 295.0
dT = T_hot - T_cold
for hop in (0.5, 2.0):
    particles, heat = electron_flow(hop, 0, 0, T_hot, T_cold, 0)
    assert abs(heat / dT / G_q - 1) < 1e-5
    assert abs(particles) * kT * sc.e < 1e-6 * heat
    volts = 0.01
    flow = electron_flow(hop, volts / 2, -volts / 2, T, T, 0)[0]
    assert abs(flow * sc.e / volts / (sc.e**2 / sc.h) - 1) < 1e-5
assert abs(phonon_flow(1.2, T_hot, T_cold) / dT / G_q - 1) < 1e-5

# Large temperature difference: heat follows the difference of squares
heat_large = electron_flow(1.0, 0, 0, 400.0, 200.0, 0)[1]
square_law = np.pi**2 * sc.k**2 * (400.0**2 - 200.0**2) / (6 * sc.h)
assert abs(heat_large / square_law - 1) < 1e-5

# A completely filled band carries no heat
filled = electron_flow(1.0, 3.0, 3.0, T_hot, T_cold, 3.0)[1]
assert abs(filled) < 1e-6 * G_q * dT

# Open-circuit formula: find the voltage that stops the chain's current
# The voltage is split equally, so the mean chemical potential stays at mu
for depth in (0.0, kT, 0.20):
    mu = -2.0 + depth
    T1, T2 = T + 0.5, T - 0.5

    def chain_flow(d):
        return electron_flow(1.0, mu + d / 2, mu - d / 2, T1, T2, mu)

    shift = brentq(lambda d: chain_flow(d)[0], -0.01, 0.01)
    direct = chain_flow(shift)[1] / (T1 - T2)
    assert abs(direct / edge_conductance(-depth / kT) - 1) < 1e-3

# Finite phonon bandwidth
phonon_top = 0.020
G_phonon = phonon_conductance(phonon_top)
phonon_limit = sc.k * phonon_top * sc.e / sc.h
direct = phonon_flow(phonon_top, T + 0.5, T - 0.5)
assert abs(direct / G_phonon - 1) < 1e-4
assert G_phonon < phonon_limit
assert abs(phonon_flow(phonon_top, 3000.5, 2999.5) / phonon_limit - 1) < 1e-3

# Smooth constriction: wave equation on an inverted parabola
# Length and energy are scaled so that psi'' = -(s^2 + 2 eps) psi
edge_depth = 0.20
barrier_quantum = 0.10
x = np.linspace(-15, 15, 121)
eps = (x * kT + edge_depth) / barrier_quantum
S = 12.0
k_end = np.sqrt(S**2 + 2 * eps)
slope = S / k_end
psi = k_end**-0.5 + 0j
dpsi = (1j * k_end - slope / (2 * k_end)) * psi
m = len(x)


def wave_rhs(s, y):
    return np.concatenate((y[m:], -(s**2 + 2 * eps) * y[:m]))


wave = solve_ivp(wave_rhs, (S, -S), np.concatenate((psi, dpsi)),
                 method="DOP853", rtol=1e-8, atol=1e-10)
assert wave.success
psi, dpsi = wave.y[:m, -1], wave.y[m:, -1]
incoming = np.sqrt(k_end) / 2 * (
    psi + (dpsi - slope * psi / (2 * k_end)) / (1j * k_end))
transmission = 1 / np.abs(incoming)**2
# Matching at finite distance leaves a small error in the amplitudes
assert np.max(np.abs(transmission - expit(2 * np.pi * eps))) < 1e-3
L0, L1, L2 = [np.sum(x**p * transmission * fermi_window(x)) * (x[1] - x[0])
              for p in range(3)]
G_smooth = prefactor * (L2 - L1**2 / L0)

# Backscattering: add thin slices with all repeated reflections
length, free_path = 2.0, 5.0
t_scatter = free_path / (free_path + length)
slices = 4000
t_slice = 1 - length / slices / free_path
t_total = 1.0
for _ in range(slices):
    t_total = t_total * t_slice / (1 - (1 - t_total) * (1 - t_slice))
assert abs(t_total - t_scatter) < 1e-3

# Sideways leak into the oxide: cylindrical shells in series
kappa, r_in, r_out = 1.0, 0.3, 3.0
leak = 2 * np.pi * kappa * length * 1e-9 / np.log(r_out / r_in)
shell_resistance = quad(
    lambda r: 1 / (2 * np.pi * r * kappa * length * 1e-9), r_in, r_out)[0]
assert abs(leak * shell_resistance - 1) < 1e-8

G_edge = edge_conductance(-edge_depth / kT)
G_at_edge = edge_conductance(0.0)
G_mode = 2 * G_q
branches = 4
read_voltage = 0.10
charge_conductance = 2 * sc.e**2 / sc.h
joule = charge_conductance * read_voltage**2
T_use = sc.convert_temperature(85.0, "Celsius", "Kelvin")
nano = 1e9

print(f"Boltzmann constant: {sc.k:.6e} J/K")
print(f"Planck constant: {sc.h:.6e} J s")
print(f"Mean temperature: {T:.1f} K")
print(f"Thermal energy kB T: {kT*1e3:.2f} meV")
print(f"kB^2 T/h: {prefactor*nano:.5f} nW/K")
print(f"Electron integral: {electron_integral:.6f} (dimensionless)")
print(f"Phonon integral: {phonon_integral:.6f} (dimensionless)")
print(f"pi^2/3: {np.pi**2/3:.6f} (dimensionless)")
print(f"Conductance quantum divided by T: {G_q/T*1e12:.4f} pW/K^2")
print(f"Thermal conductance quantum, one channel: {G_q*nano:.4f} nW/K")
print(f"Spin-degenerate electron mode: {G_mode*nano:.4f} nW/K")
print(f"Hot and cold reservoirs: {T_hot:.1f}, {T_cold:.1f} K")
print(f"Heat flow, one channel: {G_q*dT*nano:.3f} nW")
print(f"Heat flow, spin-degenerate mode: {G_mode*dT*nano:.3f} nW")
print(f"Band edge at mu, G/G_q: {G_at_edge/G_q:.4f} (ratio)")
print(f"Example edge depth below mu: {edge_depth:.2f} eV")
print(f"Edge depth divided by kB T: {edge_depth/kT:.2f} (ratio)")
print(f"Sharp edge, G per spin: {G_edge*nano:.4f} nW/K")
print(f"Sharp edge, change from G_q: {100*(G_edge/G_q-1):.2f} percent")
print(f"Parabolic barrier quantum: {barrier_quantum:.2f} eV")
print(f"Smooth constriction, G per spin: {G_smooth*nano:.4f} nW/K")
print(f"Smooth, change from G_q: {100*(G_smooth/G_q-1):.2f} percent")
print(f"Constriction length: {length:.1f} nm")
print(f"Backscattering mean free path: {free_path:.1f} nm")
print(f"Transmission with backscattering: {t_scatter:.3f} (ratio)")
print(f"Backscattered G, spin pair: {t_scatter*G_mode*nano:.3f} nW/K")
print(f"Top energy of phonon branch: {phonon_top*1e3:.1f} meV")
print(f"One phonon branch: {G_phonon*nano:.4f} nW/K")
print(f"One phonon branch, G/G_q: {G_phonon/G_q:.3f} (ratio)")
print(f"Upper limit of phonon branch: {phonon_limit*nano:.4f} nW/K")
print(f"Number of acoustic branches of a wire: {branches} (count)")
print(f"All these phonon branches: {branches*G_phonon*nano:.3f} nW/K")
print(f"Oxide thermal conductivity: {kappa:.1f} W/(m K)")
print(f"Inner and outer leak radii: {r_in:.1f}, {r_out:.1f} nm")
print(f"Sideways oxide leak: {leak*nano:.2f} nW/K")
print(f"Oxide leak / spin-degenerate mode: {leak/G_mode:.1f} (ratio)")
print(f"Read voltage: {read_voltage:.2f} V")
print(f"Charge conductance, spin pair: {charge_conductance*1e6:.2f} uS")
print(f"Joule power at read: {joule*nano:.0f} nW")
print(f"Joule power / example heat flow: {joule/(G_mode*dT):.0f} (ratio)")
print(f"Temperature of use: {T_use:.2f} K")
print(f"Quantum at temperature of use: {G_q*T_use/T*nano:.4f} nW/K")
print("tests ok")
```

It prints:

```
Boltzmann constant: 1.380649e-23 J/K
Planck constant: 6.626070e-34 J s
Mean temperature: 300.0 K
Thermal energy kB T: 25.85 meV
kB^2 T/h: 0.08630 nW/K
Electron integral: 3.289868 (dimensionless)
Phonon integral: 3.289868 (dimensionless)
pi^2/3: 3.289868 (dimensionless)
Conductance quantum divided by T: 0.9464 pW/K^2
Thermal conductance quantum, one channel: 0.2839 nW/K
Spin-degenerate electron mode: 0.5679 nW/K
Hot and cold reservoirs: 305.0, 295.0 K
Heat flow, one channel: 2.839 nW
Heat flow, spin-degenerate mode: 5.679 nW
Band edge at mu, G/G_q: 0.2079 (ratio)
Example edge depth below mu: 0.20 eV
Edge depth divided by kB T: 7.74 (ratio)
Sharp edge, G per spin: 0.2810 nW/K
Sharp edge, change from G_q: -1.03 percent
Parabolic barrier quantum: 0.10 eV
Smooth constriction, G per spin: 0.2798 nW/K
Smooth, change from G_q: -1.46 percent
Constriction length: 2.0 nm
Backscattering mean free path: 5.0 nm
Transmission with backscattering: 0.714 (ratio)
Backscattered G, spin pair: 0.406 nW/K
Top energy of phonon branch: 20.0 meV
One phonon branch: 0.0657 nW/K
One phonon branch, G/G_q: 0.231 (ratio)
Upper limit of phonon branch: 0.0668 nW/K
Number of acoustic branches of a wire: 4 (count)
All these phonon branches: 0.263 nW/K
Oxide thermal conductivity: 1.0 W/(m K)
Inner and outer leak radii: 0.3, 3.0 nm
Sideways oxide leak: 5.46 nW/K
Oxide leak / spin-degenerate mode: 9.6 (ratio)
Read voltage: 0.10 V
Charge conductance, spin pair: 77.48 uS
Joule power at read: 775 nW
Joule power / example heat flow: 136 (ratio)
Temperature of use: 358.15 K
Quantum at temperature of use: 0.3390 nW/K
tests ok
```
